# Nucleation and growth pulses in both orders on a one-dimensional ferroelectric line

**Question**

I am stuck on an exercise about Kolmogorov–Avrami–Ishibashi (KAI) switching. A one-dimensional ferroelectric starts fully poled down. I have two "up" pulses. Pulse N, of duration \(t_N\), only nucleates up-domains, at rate \(J\) per unit length and time, and the walls stand still. Pulse G, of duration \(t_G\), only moves existing walls, each at speed \(v\), and nucleates nothing.

I am asked for the switched fraction after N then G, and after G then N. For constant \(J\) and \(v\) acting together I know \(F=1-\exp(-Jvt^2)\), which contains only the total time \(t\). So I expected some formula in \(t_N\) and \(t_G\) that holds for either order. Is there one? And since a real pulse never does just one of the two things, does the answer survive for real pulses?

**Answer**

No single formula in the two durations covers both orders. A wall can move only after it exists, so what counts is the growth time that remains after each nucleus is born.

**Assumptions**

Let each nucleus be born with length \(a\); you can set \(a=0\) later. Nucleation attempts are independent and uniform along a long line, and an attempt switches whatever part of its interval is still down. Nothing switches back, and the second pulse follows the first without delay.

Domains that meet merge. This needs no separate correction. Suppose each nucleus \(i\) covers an interval \(A_i\). Moving the outer walls of the union \(\cup_i A_i\) outward by a distance \(g\) switches every point within \(g\) of the union. A point is within \(g\) of the union if and only if it is within \(g\) of at least one \(A_i\). The result is therefore the union of the separately grown intervals. We may let every nucleus grow as if it were alone and then ask which points are covered.

**The chance that a point stays unswitched**

During N, a short piece \(dx\) of line receives a nucleus in the time \(dt\) with probability \(J\,dx\,dt\). The mean number of nuclei per length at the end of N is

\[
n=Jt_N .
\]

Suppose that every nucleus finally has the free length \(\ell\). A point \(x\) is switched if a nucleus centre lies within \(\ell/2\) of it, on either side. It stays down if the window of total length \(\ell\) around it holds no centre. Cut this window into \(M\) equal cells. Each is empty with probability \(1-n\ell/M\), up to terms that vanish faster than \(1/M\), and the cells are independent. Hence

\[
1-F=\lim_{M\to\infty}\left(1-\frac{n\ell}{M}\right)^M=e^{-n\ell}.
\]

On a long uniform line the probability for one point equals the fraction of the line, so \(F=1-e^{-n\ell}\).

**N then G**

After N there are \(n\) nuclei per length, each of length \(a\). During G both walls of each nucleus move by

\[
R=vt_G ,
\]

so \(\ell=a+2R\). The factor 2 counts the two walls. Therefore

\[
F_{NG}=1-\exp\left[-Jt_N\,(a+2vt_G)\right].
\]

**G then N**

During G there are no walls, so nothing happens. N then creates nuclei that have no growth time left, and \(\ell=a\):

\[
F_{GN}=1-\exp(-Jt_N\,a).
\]

For point nuclei, \(a=0\), this is zero, while \(F_{NG}=1-\exp(-2Jt_Nvt_G)\) is not. Subtracting the two results for general \(a\),

\[
F_{NG}-F_{GN}=e^{-na}-e^{-na-2nR}=e^{-na}\left(1-e^{-2nR}\right).
\]

This is positive whenever \(nR>0\). The total durations are the same in both orders, so they do not determine the switched fraction.

Two limits help to read this. If \(n(a+2R)\ll1\), domains rarely overlap, each exponential can be expanded to first order, and \(F_{NG}/F_{GN}\to(a+2R)/a\): the ratio of final domain lengths. If \(na\gg1\), nucleation alone fills the line, both fractions approach 1, and the order ceases to matter.

**Where your KAI formula fits in**

Let \(J\) and \(v\) depend on time. A nucleus born at time \(s\) has, at the final time \(T\), the length \(a+2\int_s^T v(u)\,du\). The argument with cells now runs over space and time. Nuclei born between \(s\) and \(s+ds\) leave the point uncovered with probability \(\exp[-J(s)\,\ell(s)\,ds]\), and the product over all birth times gives

\[
F=1-e^{-X},\qquad
X=\int_0^T J(s)\left[a+2\int_s^T v(u)\,du\right]ds .
\]

The lower limit \(s\) of the inner integral is where the order enters. For constant \(J\) and \(v\), \(a=0\) and \(T=t\),

\[
X=\int_0^t 2Jv(t-s)\,ds=2Jv\left(t^2-\frac{t^2}{2}\right)=Jvt^2 ,
\]

which is your formula. It contains only \(t\) because the history has already been fixed: both processes act at constant strength throughout.

You may object that real nuclei cannot form in material that is already up. For \(a=0\) this makes no difference. Such a nucleus would start inside a domain, and its walls would move at the same speed as the domain's walls, so it could never get outside. For \(a>0\), a nucleus centred just inside a wall sticks out by up to \(a/2\), so the rule for attempts stated above matters in principle, but very little when the nuclei are sparse (\(na\ll1\)), as in the example below.

**Fractions between the two extremes**

Put a share \(\lambda\) of the growth pulse after N and the rest before it. Only the later part moves walls, so

\[
X(\lambda)=n(a+2\lambda R),\qquad 0\le\lambda\le1 .
\]

This rises continuously from \(na\) to \(n(a+2R)\). With \(t_N\) and \(t_G\) held fixed, every fraction from \(F_{GN}\) to \(F_{NG}\) can be reached.

Now try the sequence N/2, G/2, N/2, G/2. The first \(n/2\) nuclei per length see both growth halves, and the second \(n/2\) see one:

\[
X=\frac n2(a+2R)+\frac n2(a+R)=n\left(a+\frac{3R}{2}\right).
\]

This equals \(X(3/4)\). The two histories look different, but the wall travel after birth, averaged over the nuclei, is the same.

**Numbers for a narrow film strip**

Take a strip of thin-film lead zirconate titanate, 10 µm long, 20 nm wide and 50 nm thick, with domains that pass through the thickness. I use activated field laws with rough parameters:

\[
v=(10\ \mathrm{nm/ns})\,e^{-4/E},\qquad
J=(3\ \mathrm{nm^{-1}ns^{-1}})\,e^{-15/E},
\]

with \(E\) in MV/cm. Nucleation depends more steeply on field than wall motion does. A short strong pulse can therefore serve as N and a long weak one as G. Let N be 1.5 MV/cm for 20 ns, G be 0.5 MV/cm for 50 µs, and \(a=5\) nm.

For N, \(J=3e^{-10}=1.362\times10^{-4}\ \mathrm{nm^{-1}ns^{-1}}\), so

\[
n=1.362\times10^{-4}\times20=2.724\times10^{-3}\ \mathrm{nm^{-1}},
\]

or 2.7 nuclei per µm. For G, I take the wall speed as independent of domain size, an idealization examined in the section on nucleus survival. Then \(v=10e^{-8}=3.355\times10^{-3}\) nm/ns, so

\[
R=3.355\times10^{-3}\times5\times10^4=167.7\ \mathrm{nm},\qquad
a+2R=340.5\ \mathrm{nm}.
\]

The two orders give

\[
F_{NG}=1-e^{-0.927}=0.604,\qquad
F_{GN}=1-e^{-0.0136}=0.0135 .
\]

The total duration is 50.02 µs in both cases, and the fractions differ by a factor of 45. The dilute limit would give \(340.5/5=68\); the actual ratio is smaller because domains overlap in the N-then-G order.

As a test I simulated a line of \(2\times10^8\) nm, placing nuclei, moving walls and merging domains in time order. It gave 0.6045 and 0.01352. With 25%, 50% and 75% of G after N, the formula gives 0.215, 0.375 and 0.503. The interleaved sequence also gives 0.503, as it must. For point nuclei in that sequence the formula gives 0.4961, and a simulation that refuses attempts in switched material gives 0.4963.

**When the pulses are not pure**

Let pulse \(i\) have rate \(J_i\), wall speed \(v_i\) and duration \(t_i\). A nucleus born a time \(u\) after the start of its pulse still gains \(2v_i(t_i-u)\) in that pulse. Averaged over \(u\) from 0 to \(t_i\), this is \(v_it_i\). Later pulses add \(2v_jt_j\) each, so

\[
X=\sum_i J_it_i\left[a+v_it_i+2\sum_{j>i}v_jt_j\right].
\]

In our strong pulse a wall moves at 0.695 nm/ns, much faster than in the weak one, but for only 20 ns: 13.9 nm in all. The weak pulse creates only \(1.4\times10^{-8}\) nuclei per nm, which changes neither exponent at the digits shown. Thus

\[
X_{NG}=2.724\times10^{-3}(5+13.9+335.5)=0.965,
\]
\[
X_{GN}=2.724\times10^{-3}(5+13.9)=0.0515,
\]

and the fractions become 0.619 and 0.050. Simulations with each pulse cut into ten slices gave 0.6198 and 0.0503. The first result rises by 2.4% of its ideal value; the second rises by a factor of 3.7. In the reversed order the ideal answer contains only \(a\), so 13.9 nm of wall travel is a large addition. The order still matters, but the ratio is about 12, not 45.

**When the film already contains up-domains**

"G first does nothing" relies on a fully poled start. Suppose that \(n_0\) residual nuclei per length, randomly placed and also of length \(a\), are present from the beginning. They see all of G in either order, so for pure pulses

\[
X_{NG}=(n_0+n)(a+2R),\qquad X_{GN}=n_0(a+2R)+na .
\]

The difference \(X_{NG}-X_{GN}=2nR\) is unchanged. With \(n_0=n/10\), however, \(X_{GN}=0.0927+0.0136=0.106\) and \(F_{GN}\) rises from 0.0135 to 0.10, while \(F_{NG}\) becomes 0.64. The ratio of the two fractions thus drops from 45 to about 6, while their difference drops only from 0.59 to 0.54.

**One finite strip**

The strip receives on average \(2.724\times10\approx27\) nuclei, so single shots scatter. Two points both stay down with probability \(e^{-nU}\), where \(U\) is the length of line covered by their two windows together. Averaging this over all pairs of points and subtracting the squared mean unswitched fraction gives the variance. For ideal N then G, with windows cut off at the strip ends, the mean is 0.601 and the standard deviation 0.083; 4000 simulated strips gave 0.602 and 0.082. The mean lies slightly below 0.604 because no nuclei arrive from beyond the ends. The difference between the two orders, 0.59, is about seven standard deviations, so one shot on this strip would normally suffice to tell them apart within the ideal model.

The width matters unequally. If domains grow as circles from points at random heights, the N-then-G fraction changes only from 0.5990 to 0.5986, because 168 nm of travel far exceeds the 20 nm width. In the reversed order a round nucleus 5 nm across covers \(\pi(2.5)^2=20\ \mathrm{nm^2}\), whereas the one-dimensional model gives it \(5\times20=100\ \mathrm{nm^2}\). The ideal 0.0135 is then about five times too large. With round nuclei the reversed order thus switches even less.

**How this compares with a real film**

The activation parameters were chosen to separate the two processes; wall speeds and nucleation rates differ greatly between real films. The strong field is high for such a film. It needs 7.5 V across 50 nm and is half of a rough short-pulse breakdown field of 3 MV/cm. Field accuracy matters too: \(d\ln J/d\ln E=15/E=10\) at 1.5 MV/cm, so a strong pulse 1% too low, with G held fixed, lowers \(F_{NG}\) from 0.604 to 0.568. Uniform nucleation is also an assumption that can fail, since defects and electrode interfaces can supply preferred sites. Suppose there are \(m\) randomly placed sites per length, each activated during N with probability \(p=1-e^{-t_N/\tau}\) and not at all during G. Then \(n\) is replaced by \(mp\). If \(m=2n\) and the initial rate \(m/\tau\) equals \(J\), then \(t_N/\tau=1/2\), \(mp=0.787n\), and \(F_{NG}\) falls to \(1-e^{-0.730}=0.52\). A spread of waiting times \(\tau\), as in nucleation-limited switching models, replaces \(p\) by its average over that spread. The order dependence stays, because activated sites still need growth time afterwards.

**Does a nucleus survive the weaker field?**

Take a round domain of diameter \(d\) with wall energy \(\sigma\) per area and polarization \(P\). Reversal lowers the field energy by \(2PE\) per volume. Without depolarizing fields, the energy per film thickness is

\[
W=\pi d\sigma-\frac{\pi d^2}{4}\,2PE,\qquad
\frac{dW}{dd}=\pi\sigma-\pi dPE .
\]

The maximum is at \(d_c=\sigma/(PE)\); smaller domains lower their energy by shrinking. With rough values \(\sigma=0.1\ \mathrm{J/m^2}\) and \(P=70\ \mathrm{µC/cm^2}\), the weak field gives

\[
d_c=\frac{0.1}{0.70\times5\times10^7}\ \mathrm{m}=2.9\ \mathrm{nm}.
\]

A 5 nm nucleus is above this, so growth lowers its energy. But it grows much more slowly than assumed above. The derivative can be written as \(-\pi dP(E-E_w)\) with \(E_w=\sigma/(Pd)\), so only the field \(E-E_w\) drives the wall. At \(d=5\) nm this is 0.21 MV/cm instead of 0.5 MV/cm. If the same speed law holds for the reduced field, the diameter grows by only 0.008 nm in 50 µs. With these rough values, an ideal N followed by G would therefore switch hardly more than N alone, and a fraction near the 0.604 found above would need, for the same pulses, a lower wall energy or larger nuclei.

Wall motion during the real strong pulse rescues the effect, because it enlarges most nuclei before G begins. I integrated \(\mathrm{d}d/\mathrm{d}t=2v(E-E_w)\) through the pulses, treating the walls as straight, with \(E_w=0\), once a domain spans the 20 nm width. If every domain is counted as covering the full strip width, this gives about 0.53 for N then G and 0.04 for G then N, instead of 0.619 and 0.050. The order still matters, with a ratio of about 13. Counting domains narrower than the strip with their round area lowers the second value to about 0.03, or to about 0.023 if all domains are taken as discs at random heights cut off by the strip edges, and makes the ratio larger still. The first value depends strongly on the rough wall energy: it is about 0.61 for \(0.05\ \mathrm{J/m^2}\) and 0.38 for \(0.15\ \mathrm{J/m^2}\). It also depends on when the walls count as straight. A disc centred at a random height spans the strip only at a diameter between 20 and 40 nm; keeping the reduced field until then gives about 0.60, 0.51 and 0.34 for 0.05, 0.1 and \(0.15\ \mathrm{J/m^2}\). At zero field \(dW/dd=\pi\sigma>0\) for every \(d\), and an unpinned round nucleus would tend to shrink. That is why I assumed no delay between the pulses. If the same speed law holds for a shrinking domain, a 5 nm nucleus vanishes in about 20 µs, whereas one already enlarged to 10 nm lasts for tens of seconds. A pause after N therefore mainly threatens nuclei that have hardly grown.

The numerical output below lists the computed values, except those for residual domains and preferred sites, which follow from the formulas above by hand, and those for the wall speed in the reduced field \(E-E_w\), which follow from the integration described above. It also contains a rough estimate of the heating during G, about 0.1 K, which is neglected here. The same estimate for the real strong pulse, not listed, gives about 1 K; if the exponent of \(J\) scales as \(1/T\), this raises \(J\) by a few per cent, which is also neglected.

## Numbers as computed

```
Wall speed limit: 10.0 nm/ns
Wall activation field: 4.0 MV/cm
Nucleation rate limit: 3.0 1/(nm ns)
Nucleation activation field: 15.0 MV/cm
Field N, G: 1.50, 0.50 MV/cm
Duration N, G: 20, 50000 ns
Total duration, either order: 50020 ns
Initial nucleus length a: 5.0 nm
Strip length, width: 10000, 20 nm
Film thickness: 50 nm
Voltage N, G: 7.50, 2.50 V
Nucleation rate in N: 1.3620e-04 1/(nm ns)
Nucleation rate in G: 2.807e-13 1/(nm ns)
Wall speed in N: 0.6948 nm/ns
Wall speed in G: 3.3546e-03 nm/ns
Nuclei per length n: 2.7240e-03 1/nm = 2.724 1/um
Wall travel in G: 167.73 nm
Final free domain length: 340.46 nm
Exponent N then G: 0.9274 (no unit)
Exponent G then N: 0.01362 (no unit)
F, N then G: 0.6044; simulated 0.6045
F, G then N: 0.01353; simulated 0.01352
Ratio of the two fractions: 44.7
F, share 0.25 of G after N: 0.2150
F, share 0.50 of G after N: 0.3753
F, share 0.75 of G after N: 0.5029
F, interleaved halves: 0.5029; simulated 0.5029
F, interleaved, point nuclei: 0.4961
  simulated, attempts refused: 0.4963
Wall travel during N: 13.90 nm
Nuclei per length born in G: 1.40e-08 1/nm
F impure, N then G: 0.6191; simulated 0.6198
F impure, G then N: 0.0502; simulated 0.0503
Mean nuclei in strip: 27.2
Finite strip mean F, N then G: 0.6008
  simulated strips: 0.6016
Finite strip spread of F: 0.0829
  simulated strips: 0.0821
Point nuclei F, line: 0.59900
Point nuclei F, strip of finite width: 0.59857
Polarization (rough): 70 uC/cm2
Wall energy (rough): 0.10 J/m2
Critical diameter in G: 2.86 nm
Heat capacity (rough): 3.0 J/(cm3 K)
Heat diffusivity (rough): 0.010 cm2/s
Adiabatic heating limit: 14.1 K
Heating with substrate: 0.113 K
Wall speed change at 300 K: 0.30 %
F, N then G, field N 1% low: 0.5676
Breakdown field (rough): 3.0 MV/cm
Breakdown field / field N: 2.0
```
